**Bisection of the particle balance for electron temperature**

The program solves \(K(T)/u_B(T)=1/(n_gd)\), where \(T\) is the electron temperature, \(K\) the ionization coefficient, \(u_B\) the Bohm speed, \(n_g\) the gas density and \(d\) the loss length of a slab plasma. It asserts that the closed forms for the ratio and its logarithmic slope agree with integrals over a Maxwellian distribution. It compares the loss length with direct integration of the ion fluid equations, and the bisection root with a separate production-loss balance. It also asserts that the ratio grows at all sampled temperatures in the bracket, with one sign change of the residual, and that bisection with and without the logarithm visits the same midpoints. For the model gas at 10 mTorr the root is 2.0008 eV, reached in 23 halvings. A much thinner gas column shows two roots or none once the peak of the ratio is crossed. Replacing the Maxwellian by a Druyvesteyn distribution raises the temperature to 3.35 eV, the largest of the model changes computed.

## Program and output

```python
"""Electron temperature of a low-pressure plasma from particle balance.

Result under test: K(T)/u_B(T) = 1/(n_g d) has exactly one root in a bracket
where the ratio K/u_B grows strictly and the logarithmic residual
F(T) = ln(n_g d K/u_B) changes sign; bisection finds that root.
T: electron temperature (eV); K: ionization coefficient; u_B: Bohm speed;
n_g: gas density; d: loss length of a slab plasma, fixed by gap and ion
mean free path. For any cross section with threshold E_iz the logarithmic
slope of K/u_B is <E>/T - 2, with <E> the mean energy of ionizing electrons.
Internal units are SI, with energies and temperatures in eV.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq
from scipy.special import exp1, gamma

q, m_e = sc.e, sc.m_e
E_IZ = 15.0                    # ionization threshold, eV
SIGMA0 = 8e-20                 # ionization cross-section scale, m^2
MASS_U = 40.0
M_ION = MASS_U * sc.atomic_mass
SIGMA_ION = 1e-18              # ion-neutral cross section, m^2
P_MTORR, T_GAS, T_HOT = 10.0, 300.0, 600.0
GAP, RADIUS = 0.10, 0.20       # m
T_LOW, T_HIGH = 0.5, E_IZ / 2  # bracket, eV
N_EDGE = 1e16                  # assumed edge density for Debye length, m^-3


def log_section(E):
    r = E / E_IZ
    return SIGMA0 * np.log(r) / r if r > 1 else 0.0


def thomson_section(E):
    r = E / E_IZ
    return SIGMA0 * (1 - 1 / r) / r if r > 1 else 0.0


def narrow_section(E):
    return SIGMA0 if E_IZ < E < 1.05 * E_IZ else 0.0


def integrate(f, a, b):
    return quad(f, a, b, epsabs=0, epsrel=1e-10, limit=300)[0]


def top_energy(section, T):
    top = E_IZ + 60 * T
    return min(top, 1.05 * E_IZ) if section is narrow_section else top


def rate_from_speeds(section, T):
    """Average of sigma*v over the Maxwellian speed distribution."""
    v_th = np.sqrt(2 * q * T / m_e)
    s_a, s_b = np.sqrt(E_IZ / T), np.sqrt(top_energy(section, T) / T)
    return 4 / np.sqrt(np.pi) * v_th * integrate(
        lambda s: section(T * s * s) * s**3 * np.exp(-s * s), s_a, s_b)


def bohm_speed(T):
    return np.sqrt(q * T / M_ION)


def ratio_from_speeds(section, T):
    return rate_from_speeds(section, T) / bohm_speed(T)


def mean_ionizing_energy(section, T):
    top = top_energy(section, T)
    def moment(power):
        return integrate(lambda E: section(E) * E**power
                         * np.exp(-(E - E_IZ) / T), E_IZ, top)
    return moment(2) / moment(1)


def log_ratio(T):
    """Closed form of ln(K/u_B) for the logarithmic cross section."""
    eps = E_IZ / T
    return np.log(SIGMA0 * np.sqrt(8 * M_ION / (np.pi * m_e))
                  * eps * exp1(eps))


def log_slope(T):
    eps = E_IZ / T
    return np.exp(-eps) / exp1(eps) - 1


def gas_density(temperature):
    return P_MTORR * 1e-3 * sc.torr / (sc.k * temperature)


def loss_length(gap, mfp):
    def half_gap(y):
        return integrate(lambda w: (1 - w * w)
                         / (y * (1 + w * w) + w**3 / mfp), 0, 1)
    y = brentq(lambda z: half_gap(z) - gap / 2, 1e-3 / gap, 2 / gap,
               xtol=1e-12, rtol=1e-12)
    return 1 / y


def bisect(residual, low, high, width_goal):
    assert residual(low) < 0 < residual(high), "no sign change"
    history = []
    while high - low > width_goal:
        mid = 0.5 * (low + high)
        value = residual(mid)
        history.append((mid, value, 0.5 * (high - low)))
        if value < 0:
            low = mid
        else:
            high = mid
    return 0.5 * (low + high), history


def temperature(column):
    return bisect(lambda T: log_ratio(T) + np.log(column),
                  T_LOW, T_HIGH, 1e-10)[0]


# Closed forms against integrals over the electron distribution
for T in (0.7, 2.0, 5.0, 30.0, 300.0):
    direct = ratio_from_speeds(log_section, T)
    assert abs(np.exp(log_ratio(T)) / direct - 1) < 1e-7
    energy_slope = mean_ionizing_energy(log_section, T) / T - 2
    assert abs(log_slope(T) - energy_slope) < 1e-6


def difference_slope(section, T, h=1e-3):
    up = ratio_from_speeds(section, T * np.exp(h))
    down = ratio_from_speeds(section, T * np.exp(-h))
    return np.log(up / down) / (2 * h)


for section in (log_section, thomson_section, narrow_section):
    for T in (1.0, 3.0, E_IZ / 2, 12.0):
        predicted = mean_ionizing_energy(section, T) / T - 2
        assert abs(difference_slope(section, T) - predicted) < 1e-4
        if T <= E_IZ / 2:
            assert predicted > 0
narrow_at_half = difference_slope(narrow_section, 0.50 * E_IZ)
narrow_above = difference_slope(narrow_section, 0.55 * E_IZ)
assert narrow_at_half > 0 > narrow_above

# Loss length against direct integration of continuity and momentum
n_gas = gas_density(T_GAS)
mfp = 1 / (n_gas * SIGMA_ION)
d_loss = loss_length(GAP, mfp)
assert abs(loss_length(GAP, 1e7) * (np.pi - 2) / GAP - 1) < 1e-6


def fluid(x, state):
    log_n, w, content = state
    matrix = np.array([[w, 1.0], [1.0, w]])
    source = np.array([1 / d_loss, -(1 / d_loss + w / mfp) * w])
    dlog_n, dw = np.linalg.solve(matrix, source)
    return [dlog_n, dw, np.exp(log_n)]


def near_edge(x, state):
    return state[1] - 0.999


near_edge.terminal = True
profile = solve_ivp(fluid, (0, GAP), [0.0, 0.0, 0.0], events=near_edge,
                    rtol=1e-9, atol=1e-12)
assert profile.status == 1
x_edge = profile.t[-1]
log_n_end, w_end, content = profile.y[:, -1]
edge_to_center = np.exp(log_n_end) * w_end  # flux is stationary at the edge
edge_to_mean = edge_to_center / (content / x_edge)
assert abs(x_edge / (GAP / 2) - 1) < 1e-5
assert abs(GAP / (2 * edge_to_mean) / d_loss - 1) < 1e-5

# Bisection against a separate production-loss balance
column = n_gas * d_loss
T_e, steps = bisect(lambda T: log_ratio(T) + np.log(column),
                    T_LOW, T_HIGH, 1e-6)


def production_minus_loss(T):
    produced = n_gas * rate_from_speeds(log_section, T) * GAP
    return produced / (2 * edge_to_mean * bohm_speed(T)) - 1


T_check = brentq(production_minus_loss, T_LOW, T_HIGH, xtol=1e-12)
assert abs(T_e - T_check) < 1e-5
T_fine = temperature(column)
for mid, value, half_width in steps:
    assert abs(mid - T_fine) <= half_width + 1e-9
T_raw, raw_steps = bisect(
    lambda T: column * ratio_from_speeds(log_section, T) - 1,
    T_LOW, T_HIGH, 1e-6)
assert [s[0] for s in raw_steps] == [s[0] for s in steps]
mid8, value8, _ = steps[7]
error_estimate = mid8 * value8 / log_slope(mid8)
true_error = mid8 - T_fine
assert abs(error_estimate / true_error - 1) < 0.05
slope = log_slope(T_e)
shift_1pc = temperature(1.01 * column) / T_fine - 1
assert abs(shift_1pc / (-0.01 / slope) - 1) < 0.02

# One root where the ratio grows; two or none when the peak is crossed
grid = np.linspace(T_LOW, T_HIGH, 60)
ratios = np.array([ratio_from_speeds(log_section, T) for T in grid])
assert np.all(np.diff(ratios) > 0)
assert np.count_nonzero(np.diff(np.sign(column * ratios - 1))) == 1
T_peak = brentq(log_slope, E_IZ, 10 * E_IZ)
peak = ratio_from_speeds(log_section, T_peak)
assert peak > ratio_from_speeds(log_section, 0.95 * T_peak)
assert peak > ratio_from_speeds(log_section, 1.05 * T_peak)
column_min = 1 / peak
wide = np.geomspace(T_LOW, 1e4, 80)
wide_ratios = np.array([ratio_from_speeds(log_section, T) for T in wide])


def count_roots(col):
    return np.count_nonzero(np.diff(np.sign(col * wide_ratios - 1)))


roots_thin = count_roots(2 * column_min)
roots_thinner = count_roots(0.5 * column_min)
assert roots_thin == 2 and roots_thinner == 0


def thin_residual(T):
    return log_ratio(T) + np.log(2 * column_min)


thin_low = brentq(thin_residual, T_LOW, T_peak)
thin_high = brentq(thin_residual, T_peak, 1e4)
assert thin_residual(T_LOW) < 0 and thin_residual(1e4) < 0

# Neglected effects: each changed model is solved again
n_hot = gas_density(T_HOT)
T_heated = temperature(n_hot * loss_length(GAP, 1 / (n_hot * SIGMA_ION)))
T_side = temperature(column / (1 + GAP / RADIUS))
T_step = temperature(2 * column)


def druyvesteyn_width(T):
    """Energy width giving mean energy 3T/2."""
    return 1.5 * T * gamma(0.75) / gamma(1.25)


def druyvesteyn_bohm(T):
    inverse_energy = gamma(0.25) / (druyvesteyn_width(T) * gamma(0.75))
    return np.sqrt(2 * q / (M_ION * inverse_energy))


def druyvesteyn_rate(T):
    b = druyvesteyn_width(T)
    norm = 0.5 * b**1.5 * gamma(0.75)
    top = np.sqrt(E_IZ**2 + 60 * b * b)
    return integrate(lambda E: log_section(E) * np.sqrt(2 * q / m_e) * E
                     * np.exp(-(E / b)**2), E_IZ, top) / norm


b_test = druyvesteyn_width(2.0)


def electron_density(barrier):
    # E = z^2 removes the square-root endpoint
    return integrate(lambda z: 2 * z * z
                     * np.exp(-((z * z + barrier) / b_test)**2),
                     0, np.sqrt(9 * b_test))


mean_energy = integrate(lambda z: 2 * z**4 * np.exp(-(z * z / b_test)**2),
                        0, np.sqrt(9 * b_test)) / electron_density(0)
assert abs(mean_energy - 3.0) < 1e-8
h = 1e-3
response = -np.log(electron_density(h) / electron_density(-h)) / (2 * h)
assert abs(M_ION * druyvesteyn_bohm(2.0)**2 / q * response - 1) < 1e-5
T_druy = brentq(lambda T: np.log(column * druyvesteyn_rate(T)
                                 / druyvesteyn_bohm(T)), 1.0, T_HIGH)
debye = np.sqrt(sc.epsilon_0 * T_e / (q * N_EDGE))

print(f"gas pressure: {P_MTORR:.1f} mTorr")
print(f"gas temperature: {T_GAS:.0f} K")
print(f"gap: {GAP*100:.1f} cm; radius: {RADIUS*100:.1f} cm")
print(f"ionization threshold: {E_IZ:.1f} eV")
print(f"ion mass: {MASS_U:.1f} u")
print(f"ionization cross-section scale: {SIGMA0*1e4:.2e} cm^2")
print(f"peak ionization cross section: {log_section(np.e*E_IZ)*1e4:.3e} cm^2")
print(f"ion-neutral cross section: {SIGMA_ION*1e4:.2e} cm^2")
print(f"gas density: {n_gas*1e-6:.4e} cm^-3")
print(f"ion mean free path: {mfp*100:.4f} cm")
print(f"loss length d: {d_loss*100:.3f} cm")
print(f"collisionless loss length: {GAP/(np.pi-2)*100:.3f} cm")
print(f"edge/center density: {edge_to_center:.4f}")
print(f"edge/mean density: {edge_to_mean:.4f}")
print(f"column n_g d: {column*1e-4:.4e} cm^-2")
print(f"target K/u_B: {1e4/column:.4e} cm^2")
print(f"bracket: {T_LOW:.2f} to {T_HIGH:.2f} eV")
print(f"F at bracket ends: {log_ratio(T_LOW)+np.log(column):.4f}, "
      f"{log_ratio(T_HIGH)+np.log(column):.4f}")
for k in range(8):
    print(f"step {k+1}: T = {steps[k][0]:.6f} eV, F = {steps[k][1]:+.6f}")
print(f"step 8 error estimate: {error_estimate:+.6f} eV")
print(f"step 8 true error: {true_error:+.6f} eV")
print(f"halvings to width below 1e-6 eV: {len(steps)}")
print(f"electron temperature: {T_e:.6f} eV")
print(f"electron temperature: {T_e*q/sc.k:.0f} K")
print(f"independent balance root: {T_check:.6f} eV")
print(f"E_iz/T at root: {E_IZ/T_e:.4f}")
print(f"K at root: {rate_from_speeds(log_section,T_e)*1e6:.4e} cm^3/s")
print(f"Bohm speed at root: {bohm_speed(T_e)*100:.4e} cm/s")
print(f"mean ionizing energy: {mean_ionizing_energy(log_section,T_e):.3f} eV")
print(f"logarithmic slope S at root: {slope:.4f}")
print(f"T change for 1% larger column: {100*shift_1pc:.4f} %")
print(f"narrow-section slope at T/E_iz=0.50: {narrow_at_half:.4f}")
print(f"narrow-section slope at T/E_iz=0.55: {narrow_above:.4f}")
print(f"temperature at peak of K/u_B: {T_peak:.3f} eV")
print(f"smallest column with a root: {column_min*1e-4:.4e} cm^-2")
print(f"roots at 2 x smallest column: {thin_low:.3f}, {thin_high:.2f} eV")
print(f"number of roots at 0.5 x smallest column: {roots_thinner}")
print(f"T with Druyvesteyn electrons: {T_druy:.3f} eV")
print(f"T with gas at {T_HOT:.0f} K: {T_heated:.3f} eV")
print(f"T with side-wall loss estimate: {T_side:.3f} eV")
print(f"T with ionization doubled: {T_step:.3f} eV")
print(f"assumed edge density: {N_EDGE*1e-6:.1e} cm^-3")
print(f"Debye length at edge: {debye*100:.5f} cm")
print(f"Debye length / gap: {debye/GAP:.2e}")
print("all good")
```

Output:

```
gas pressure: 10.0 mTorr
gas temperature: 300 K
gap: 10.0 cm; radius: 20.0 cm
ionization threshold: 15.0 eV
ion mass: 40.0 u
ionization cross-section scale: 8.00e-16 cm^2
peak ionization cross section: 2.943e-16 cm^2
ion-neutral cross section: 1.00e-14 cm^2
gas density: 3.2188e+14 cm^-3
ion mean free path: 0.3107 cm
loss length d: 18.196 cm
collisionless loss length: 8.760 cm
edge/center density: 0.2346
edge/mean density: 0.2748
column n_g d: 5.8570e+15 cm^-2
target K/u_B: 1.7074e-16 cm^2
bracket: 0.50 to 7.50 eV
F at bracket ends: -22.4214, 5.2856
step 1: T = 4.000000 eV, F = +3.658337
step 2: T = 2.250000 eV, F = +0.818075
step 3: T = 1.375000 eV, F = -3.380244
step 4: T = 1.812500 eV, F = -0.769668
step 5: T = 2.031250 eV, F = +0.110713
step 6: T = 1.921875 eV, F = -0.304153
step 7: T = 1.976562 eV, F = -0.090915
step 8: T = 2.003906 eV, F = +0.011291
step 8 error estimate: +0.003063 eV
step 8 true error: +0.003058 eV
halvings to width below 1e-6 eV: 23
electron temperature: 2.000848 eV
electron temperature: 23219 K
independent balance root: 2.000848 eV
E_iz/T at root: 7.4968
K at root: 3.7509e-11 cm^3/s
Bohm speed at root: 2.1969e+05 cm/s
mean ionizing energy: 18.805 eV
logarithmic slope S at root: 7.3984
T change for 1% larger column: -0.1343 %
narrow-section slope at T/E_iz=0.50: 0.0496
narrow-section slope at T/E_iz=0.55: -0.1367
temperature at peak of K/u_B: 34.497 eV
smallest column with a root: 1.0305e+13 cm^-2
roots at 2 x smallest column: 9.510, 240.91 eV
number of roots at 0.5 x smallest column: 0
T with Druyvesteyn electrons: 3.345 eV
T with gas at 600 K: 2.287 eV
T with side-wall loss estimate: 2.117 eV
T with ionization doubled: 1.830 eV
assumed edge density: 1.0e+10 cm^-3
Debye length at edge: 0.01052 cm
Debye length / gap: 1.05e-03
all good
```
